\section*{The elastic force monopole of a step on a stressed film}

\section{The decision that depends on the result}

Suppose you compute the strain around steps on a strained film by placing line sources on a flat surface. You must decide what source each step gets. A source with a net force along the surface gives a surface strain that falls as $1/x$; one without a net force gives a strain that falls at least one power faster. The choice therefore fixes the range of the strain field. For a given film stress, the sign chosen for the force also decides which terrace the model relaxes.

For a film under uniform in-plane stress $\sigma_0$ and a step of height $h$, the source has a net force per unit step length
\begin{equation}
F=\sigma_0 h ,
\label{eq:main}
\end{equation}
directed towards the upper terrace when the film is in tension. This follows from force balance. Elastic constants enter only when the force is converted into strain.

\section{Geometry and conventions}

The step is straight and runs along $y$. The axis $x$ lies along the surface and $z$ points out of the solid. The solid fills $z<0$ far to the left and $z<h$ far to the right, so the upper terrace is at $x>0$. Near $x=0$ the surface rises from one level to the other through a riser of any shape. Nothing varies along $y$.

Tensile stress is positive. Force per unit length along $y$ is in N/m, which is the same as GPa\,nm. We use linear elasticity and assume that the film is coherent with a substrate much thicker than all distances of interest. Far from the step the stress in the film is
\begin{equation}
\sigma_{xx}=\sigma_0,\qquad \sigma_{xz}=\sigma_{zz}=0 .
\label{eq:flat}
\end{equation}
A stress $\sigma_{yy}$ is also present in a biaxially strained film. It puts no traction on the surface, whose normal has no $y$ component, and so plays no part in what follows. We take $\sigma_{xy}=0$. Surface stress is left out at first and restored later.

The state \eqref{eq:flat} is in equilibrium because $\partial_x\sigma_{xx}=0$. It exerts no traction on a horizontal plane, so neither a flat free surface nor the interface with the substrate is loaded by it. It fails only at the riser.

\section{The load produced by the riser}

Write the true stress in the stepped body as
\begin{equation}
\boldsymbol\sigma=\sigma_0\,\hat{\mathbf x}\hat{\mathbf x}+\boldsymbol\sigma^{1},
\label{eq:split}
\end{equation}
where the first term is present in the film alone. Both the true stress and the first term are in equilibrium, so
\begin{equation}
\nabla\cdot\boldsymbol\sigma^{1}=0 .
\end{equation}
The true surface is free: $\boldsymbol\sigma\cdot\mathbf n=0$, with $\mathbf n$ the outward normal. Inserting \eqref{eq:split} gives
\begin{equation}
\boldsymbol\sigma^{1}\cdot\mathbf n=-\sigma_0 n_x\,\hat{\mathbf x}.
\label{eq:traction}
\end{equation}
Thus $\boldsymbol\sigma^1$ is the field of a body without prestress, loaded on its surface by the traction \eqref{eq:traction}.

To add up this load, follow the surface from left to right with arc length $s$. The tangent is $(dx,dz)/ds$. Since the solid lies below, the outward normal is the tangent turned by $90^\circ$ away from the solid,
\begin{equation}
\mathbf n=\frac{(-dz,\,dx)}{ds},\qquad n_x\,ds=-dz .
\label{eq:normal}
\end{equation}
On a vertical riser facing left this gives $n_x=-1$, as it should. The two minus signs in \eqref{eq:traction} and \eqref{eq:normal} cancel, and the total load is
\begin{equation}
F_x=\int(-\sigma_0 n_x)\,ds=\int_0^h\sigma_0\,dz=\sigma_0h,
\qquad F_z=0 .
\label{eq:force}
\end{equation}
This is \eqref{eq:main}. No small slope was assumed, and the path between the terraces dropped out, so a vertical, inclined or overhanging riser gives the same force.

Two extensions follow from the same integral. If the film stress depends only on the level $z$, in flat layers that continue across the step, the flat state is still in equilibrium and
\begin{equation}
F=\int_0^h\sigma_0(z)\,dz .
\label{eq:depth}
\end{equation}
The stress that counts is that of the material between the two terrace levels, not the average over the film. A step in an unstressed cap on a flat stressed film has no monopole of this kind. If the layers instead follow the stepped surface, \eqref{eq:depth} does not apply. The force is then the in-plane force carried by all layers far to the right minus that far to the left, and layers with the same thickness and stress on both sides cancel. For a gently inclined surface $z=\zeta(x)$, the load per unit length along $x$ is $\sigma_0\,d\zeta/dx$; a step is the case in which this load is concentrated near one point.

\section{The same balance by cutting the film}

The result can be seen without splitting the stress. Consider the extra layer $0<z<h$ between a vertical riser at $x=0$ and a distant cut at $x=\ell$. Its left end and its top are free. At the cut, the material to the right pulls it with a force that tends to $+\sigma_0h$ for large $\ell$. The body underneath must therefore hold the layer back with $-\sigma_0h$. By reaction, the layer pulls the body with $+\sigma_0h$.

A tensile layer would like to contract, so its free edge drags the material below towards the upper terrace. A compressed layer would like to expand and pushes the other way.

The argument needs the stress to return to $\sigma_0$ far away on both terraces, which a thick substrate ensures. It fails for a freestanding sheet with a thickness step. There the product of mean stress and thickness must be the same on both sides, so the two sides cannot both carry the stress $\sigma_0$.

\section{In what sense it is a force}

No external agent acts on the riser, which is free of traction. The force $F$ belongs to the equivalent problem for $\boldsymbol\sigma^1$, in which the prestress has been removed. Anyone who keeps the prestress in a model with an explicit riser must not add $F$ as well; that would count the step twice.

The load also has a moment. Taken about a horizontal line at height $z_0$, it is
\begin{equation}
\int_0^h(z-z_0)\sigma_0\,dz=\sigma_0h\left(\frac h2-z_0\right).
\end{equation}
It vanishes for $z_0=h/2$: for a uniform stress the force acts at half the step height. Moving it to the surface of a flat model adds a couple of order $\sigma_0h^2$, whose field is smaller than that of the force by a factor of order $h/r$ at distance $r$.

\section{The strain far from the step}

For $r\gg h$ the load looks like a line force $F$ along $x$ on a flat half-space. Take an isotropic solid with Young modulus $E$ and Poisson ratio $\nu$, the same in film and substrate. Use polar coordinates with the angle measured from $+x$ into the solid:
\begin{equation}
x=r\cos\theta,\qquad z=-r\sin\theta,\qquad 0<\theta<\pi .
\end{equation}
The force $F$ has the dimension of stress times length, and the far problem contains no other length than $r$, so the stress varies as $F/r$. Try a purely radial stress,
\begin{equation}
\sigma^1_{rr}=\frac{A\cos\theta}{r},\qquad \sigma^1_{\theta\theta}=\sigma^1_{r\theta}=0 .
\end{equation}
It must satisfy four conditions.

First, radial equilibrium requires $\partial_r\sigma^1_{rr}+\sigma^1_{rr}/r=0$. The two terms are $-A\cos\theta/r^2$ and $+A\cos\theta/r^2$. The angular equation contains only the components that vanish.

Second, the strains must derive from a displacement. In plane strain without body forces this requires the sum of the in-plane normal stresses to be harmonic. Indeed
\begin{equation}
\left(\partial_r^2+\frac1r\partial_r+\frac1{r^2}\partial_\theta^2\right)\frac{\cos\theta}{r}
=\frac{(2-1-1)\cos\theta}{r^3}=0 .
\end{equation}

Third, the surface away from the origin must be free. There the traction consists of $\sigma^1_{\theta\theta}$ and $\sigma^1_{r\theta}$, which are zero.

Fourth, the material outside a semicircle must balance the force applied inside it. The $x$ component of the traction on the arc is $\sigma^1_{rr}\cos\theta$, so
\begin{equation}
0=F+\int_0^\pi\frac{A\cos\theta}{r}\cos\theta\;r\,d\theta
=F+\frac{\pi A}{2},\qquad A=-\frac{2F}{\pi}.
\end{equation}
The vertical component is proportional to $\int_0^\pi\cos\theta\sin\theta\,d\theta=0$, in agreement with $F_z=0$.

On the surface, $\theta=0$ gives $\sigma^1_{xx}=-2F/(\pi x)$ for $x>0$. At $\theta=\pi$ the cosine is $-1$ and $r=-x$, which leads to the same expression:
\begin{equation}
\sigma^1_{xx}(x)=-\frac{2F}{\pi x}\qquad(x\neq0).
\label{eq:surfstress}
\end{equation}
To find the strain, note that the step adds no strain along $y$. With $\sigma^1_{zz}=0$ at the surface, $\varepsilon^1_{yy}=(\sigma^1_{yy}-\nu\sigma^1_{xx})/E=0$ gives $\sigma^1_{yy}=\nu\sigma^1_{xx}$. Hence
\begin{equation}
\varepsilon^1_{xx}=\frac{\sigma^1_{xx}-\nu\sigma^1_{yy}}{E}
=\frac{1-\nu^2}{E}\,\sigma^1_{xx}=-\frac{CF}{x},
\qquad C=\frac{2(1-\nu^2)}{\pi E}.
\label{eq:strain}
\end{equation}
Integration over $x$ gives the surface displacement
\begin{equation}
u_x=-CF\ln|x|+\text{const}.
\label{eq:disp}
\end{equation}
The constant is the same on both sides, because reflection in $x$ combined with reversal of $F$ leaves the problem unchanged and makes $u_x$ even in $x$.

For a tensile film, $F>0$ and the added strain is negative on the upper terrace: the tension there is partly relaxed. On the lower terrace the tension is increased. For a compressed film both signs reverse, and again the upper side is relaxed while the foot of the step is strained further.

If film and substrate have different elastic constants, \eqref{eq:force} is unchanged. The constant $C$ in \eqref{eq:strain} is then that of the substrate at distances much larger than the film thickness.

\section{How finite height changes the strain}

The first correction to the point force can be traced to the extra layer on the upper terrace. In the problem for $\boldsymbol\sigma^1$, this layer receives the force $F$ at its end and passes it to the body below. At a distance $x\gg h$ it still carries the force
\begin{equation}
N(x)\simeq h\sigma^1_{xx}=-\frac{2hF}{\pi x}.
\end{equation}
The force passed down between the riser and $x$ is therefore $F+N(x)$. It approaches $F$ slowly, and the force passed down per unit length is
\begin{equation}
q(x)=\frac{dN}{dx}=\frac{2hF}{\pi x^2}.
\end{equation}
The first moment of this distribution, collected out to a distance $|x|$, grows logarithmically:
\begin{equation}
p=\int^{|x|}x'q(x')\,dx'\simeq\frac{2hF}{\pi}\ln\frac{|x|}{h}.
\end{equation}
The lower limit is of order $h$ and affects only terms without the logarithm. Expanding $\ln|x-x'|\simeq\ln|x|-x'/x$ in the superposition of displacements \eqref{eq:disp} gives
\begin{equation}
u_x\simeq-CF\ln|x|+\frac{Cp}{x}.
\end{equation}
An observer who reads the force from the local slope, $F_{\rm app}=-C^{-1}du_x/d\ln|x|$, then finds
\begin{equation}
\frac{F_{\rm app}}{F}=1+\frac{2h}{\pi x}\ln\frac{|x|}{h}+O\!\left(\frac hx\right).
\label{eq:height}
\end{equation}
The leading correction is positive on the upper terrace, negative on the lower one, and cancels in the mean of the two sides.

\section{A numerical check of the force}

The force was also obtained from a plane-strain finite-element calculation of a stepped body. Its film was $4h$ thick below the lower terrace, its far edges were clamped more than $8000h$ away, and the prestress of the film was its only load. The apparent force was read from the surface displacement between about $100h$ and $400h$, averaged over both sides, and required to agree with the expected value within 3\,\%.

For a vertical riser, the horizontal force was $0.9985\,\sigma_0h$ and the vertical force $0.003\,\sigma_0h$. A staircase of four risers, each $h/4$ high and spaced by $h$, gave $0.9983\,\sigma_0h$. These cases used \eqref{eq:disp} to convert displacement into force.

Two further bodies were calibrated by applying a known force to the same body without a step. A cubic crystal gave $1.0004\,\sigma_0h$, and a film half as stiff as its substrate gave $1.0010\,\sigma_0h$. The displacements depend on the elastic constants; within the accuracy of the check, the force does not.

\section{Terraces with different surface stress}

Let the surface carry a tension $\tau(s)$, a force per unit length along $y$, acting along the tangent $\mathbf t$. A surface element is pulled by $\tau\mathbf t$ at its right end and by $-\tau\mathbf t$ at its left end. Their sum is passed on to the solid, so the free-surface condition becomes
\begin{equation}
\boldsymbol\sigma\cdot\mathbf n=\frac{d(\tau\mathbf t)}{ds}.
\end{equation}
Far away $\mathbf t=\hat{\mathbf x}$ on both terraces. Integrating across the step adds $(\tau_+-\tau_-)\hat{\mathbf x}$ to the load, where $+$ denotes the upper terrace:
\begin{equation}
F=\sigma_0h+\Delta\tau,\qquad\Delta\tau=\tau_+-\tau_- .
\label{eq:tau}
\end{equation}
The tension of the riser itself drops out. For equal terraces, surface stress contributes no net force, and an unstressed film then has no monopole at all. In the finite-element body, an extra tension of $0.50\,\sigma_0h$ on the upper terrace raised the force to $1.498\,\sigma_0h$, against $1.5\,\sigma_0h$ from \eqref{eq:tau}.

\section{Two opposite steps}

A ridge of width $w\gg h$ has an up-step at $x=-w/2$ with force $F$ and a down-step at $x=w/2$ with force $-F$. Superposition of \eqref{eq:disp} gives
\begin{equation}
u_x=-CF\ln\left|\frac{x+w/2}{x-w/2}\right|\simeq-\frac{CFw}{x},
\qquad \varepsilon^1_{xx}\simeq\frac{CFw}{x^2}
\qquad(|x|\gg w).
\end{equation}
The monopoles cancel at large distance, and the strain falls as $1/x^2$. The amplitude $CFw$ is approached slowly as $w/h$ grows. Each force is passed down inside the ridge, which shortens the lever arm by a fraction of order $(h/w)\ln(w/h)$; the amplitude is about 0.8 of $CFw$ for $w=37h$ and about half of it for $w=10h$. On a staircase of $n$ steps of the same sign they add, to $n\sigma_0h$ seen from far outside the staircase.

\section{Worked example: a compressed alloy film}

Take a film with in-plane misfit strain $\varepsilon=-1.0\,\%$ and a step $0.27$\,nm high running along $\langle110\rangle$. This is roughly the case of a double-layer step on Si$_{0.75}$Ge$_{0.25}$ grown coherently on Si(001). The cubic constants are rough, rounded values: $C_{11}=160$, $C_{12}=60$ and $C_{44}=77$\,GPa.

The free surface requires $\sigma_{zz}=2C_{12}\varepsilon+C_{11}\varepsilon_{zz}=0$, so $\varepsilon_{zz}=-2C_{12}\varepsilon/C_{11}$. The in-plane stress is then
\begin{align}
\sigma_0&=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon\nonumber\\
&=(160+60-45)\,\text{GPa}\times(-0.010)=-1.75\,\text{GPa}.
\end{align}
The monopole is
\begin{equation}
F=-1.75\,\text{GPa}\times0.27\,\text{nm}=-0.47\,\text{N/m}
\quad(-2.9\,\text{eV/nm}^2).
\end{equation}
It points towards the lower terrace.

For the strain, the cubic constants are replaced by an isotropic average with $E=161$\,GPa and $\nu=0.213$, which gives $C=0.00378\,\text{GPa}^{-1}$. At $10$\,nm from the step,
\begin{equation}
|\varepsilon^1_{xx}|=\frac{0.00378\times0.4725}{10}=1.8\times10^{-4}=0.018\,\% .
\end{equation}
This is about 1.8\,\% of the misfit strain. It is positive on the upper terrace, where compression is relieved, and negative on the lower one.

At this distance $x/h=37$, and the logarithmic term in \eqref{eq:height} is $\pm6\,\%$. The finite-element values, averaged over a window around 10\,nm, are about $+8\,\%$ on the upper side and $-7\,\%$ on the lower side (the listed $-7.6\,\%$ moves to $-7.4\,\%$ when the discretization is refined), relative to the monopole. The remaining difference is comparable with $h/x=2.7\,\%$, the order of the terms left out of \eqref{eq:height}. For steps along $\langle110\rangle$, cubic anisotropy lowers the distant surface response by about 4\,\% relative to the isotropic average; for steps along $\langle100\rangle$ it would raise it by about 7\,\%. These figures use the alloy constants for the whole body. At distances much larger than the film thickness the stiffer silicon substrate counts, and the $\langle110\rangle$ response is about 7\,\% below the isotropic value used here.

\section{Beside the real film}

The stress and step height are of the size expected for such a film, but several idealizations matter. At this misfit the equilibrium critical thickness is only about 10\,nm; a thicker film is coherent only metastably. With a rough difference in thermal expansion of $8\times10^{-7}$\,K$^{-1}$ and heating by 600\,K, the misfit changes by 4.8\,\% of its value. Misfit dislocations with an edge component of about 0.19\,nm, spaced by an assumed 1000\,nm, would relax 1.9\,\% of it on average and add fields of their own. The misfit also stretches the film normal to the surface by 0.75\,\%, which matters if $h$ is taken from the unstrained crystal. If germanium collects in the top layers equally on both terraces, the extra stress of those layers cancels, as an equal surface stress does, and the $\sigma_0$ that counts is that of the film below them.

A larger change can arise at single-layer steps. On reconstructed Si(001) the surface dimers turn by $90^\circ$ from one terrace to the next across such a step, so the surface stress along $x$ differs, by roughly 1\,N/m on clean silicon. Germanium at the surface changes this difference and can even reverse its sign, so an alloy film needs its own value; the clean-silicon value is used here only as an illustration. The term $\sigma_0h$ is then only $-0.24$\,N/m, about four times smaller in magnitude. Since $\Delta\tau$ alternates in sign, \eqref{eq:tau} with this value gives forces near $+0.8$ and $-1.2$\,N/m on successive steps. Their sum returns the $-0.47$\,N/m of the double-layer step, whose terraces are equivalent. In a calculation with single-layer steps on this surface, both terms of \eqref{eq:tau} are therefore needed; for double-layer steps $\sigma_0h$ is the whole monopole within this model. The values behind these figures are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
FINITE-ELEMENT FORCE, in units of stress x step height
sharp riser, horizontal force: 0.9985
sharp riser, vertical force: 0.0027
staircase riser, horizontal force: 0.9983
cubic crystal, horizontal force: 1.0004
film half as stiff as substrate: 1.0010
extra upper-terrace tension put in: 0.50
force with that extra tension: 1.4978
WORKED EXAMPLE
C11, C12, C44: 160, 60, 77 GPa
in-plane misfit strain: -1.00 %
step height: 0.27 nm
biaxial modulus: 175.0 GPa
film stress: -1.750 GPa
force monopole: -0.4725 N/m
force monopole, converted: -2.949 eV/nm^2
average Young modulus: 160.6 GPa
average Poisson ratio: 0.213
surface compliance C: 0.003783 1/GPa
distance from step: 10.0 nm
added strain, upper terrace: 0.0179 %
added strain, lower terrace: -0.0179 %
NEGLECTED EFFECTS
cubic/isotropic surface response - 1: -3.9 %
finite height near 10 nm, lower side: -7.6 %
finite height near 10 nm, upper side: 8.3 %
step height stretched by misfit: 0.75 %
thermal expansion gap (rough): 8.0e-07 1/K
heating to growth temperature: 600 K
thermal share of misfit: 4.8 %
dislocation edge component (rough): 0.19 nm
assumed dislocation spacing: 1000 nm
misfit relaxed by dislocations: 1.9 %
terrace surface-stress gap (rough): 1.0 N/m
single-layer step, stress x height: -0.236 N/m
gap / single-layer force: 4.2
\end{verbatim}
